# Scaling theory of localization for non-interacting electrons in disordered conductors, part 1

(Sections cited here and not found follow in the second part.)

## The scaling function and its two limits

A transport calculation for a disordered conductor is done on a finite cell, and the result is a conductance $G$ at one size $L$. One must then decide whether $G$ may be divided by $L^{d-2}$ and reported as the conductivity of the material, or whether it is a property of that cell alone, which keeps falling as the cell grows. For a bulk sample the first course is sometimes right. For a film or a wire of non-interacting electrons at zero temperature, with time-reversal and spin-rotation symmetry but no further symmetry, the scaling theory allows no such conductivity, and the useful number is the length $\xi$ beyond which $G$ falls exponentially. The Drude value, with a computable correction, describes samples much longer than the mean free path and much smaller than $\xi$; in two dimensions the second condition means that $\ln(\xi/L)$ is large compared with one. The decision therefore needs the dependence of $G$ on $L$ over all scales, and the scaling theory of localization supplies it under assumptions stated below.

Hartree atomic units are used, $e=\hbar=m=1$. The sample is a hypercube of side $L$ in $d$ dimensions, with ideal leads on two opposite faces and reflecting walls elsewhere. The dimensionless conductance $g$ is $G$ per spin direction in units of $e^2/h$, which is $1/2\pi$ in atomic units, so that $g=2\pi G$. Because $G$ fluctuates between samples, $g$ means a typical value: the mean when $g\gg1$, where fluctuations are relatively small, and $\exp\langle\ln g\rangle$ when $g\ll1$. The mean free path is $l$, and $\epsilon=d-2$. The scaling function is

$$\beta=\frac{d\ln g}{d\ln L}.\tag{1}$$

Three assumptions enter. (A1) For $L$ much larger than $l$, $\beta$ depends on $L$, the energy and the disorder only through $g$. The contact resistance of the leads is a correction of relative order $l/L$ in the diffusive regime and is neglected. The motivation is that, when blocks are joined, the mixing of their eigenstates is governed by the ratio of the coupling across a face to the level spacing, and $g$ measures that ratio. This is a hypothesis, which the calculation below confirms to first order in $1/g$. (A2) $\beta(g)$ is smooth and increasing. (A3) The Hamiltonian is real and spin independent and has no further symmetry at the energy considered, which is called the orthogonal class. This excludes, for example, a chain whose only disorder is independent random nearest-neighbour hopping, at the centre of its band: there the symmetry between the two sublattices makes the typical $|\ln g|$ grow as $\sqrt L$ instead of $L$. A metal means a flow in which $\sigma=\lim_{L\to\infty}G\,L^{2-d}$ is finite and nonzero.

At large $g$ the sample has a local conductivity. A cube has cross-section $L^{d-1}$ and length $L$, so $G=\sigma L^{d-2}$, and (1) gives $\beta(\infty)=d-2$.

At small $g$ the states at the Fermi energy are localized. On a lattice with unit hopping and site energies $\varepsilon_i$ spread over a width $W\gg1$, the amplitude to cross the sample along a direct path is a product of $L$ factors $1/(E-\varepsilon_i)$, each typically small, so the logarithm of its modulus is a sum of $L$ independent terms with a negative mean. Hence $\ln g\simeq-L/\xi$ at leading order in $L$, and this relation defines $\xi$ throughout. Since $g$ is a squared amplitude, this $\xi$ is half the decay length of the wave function. Differentiating,

$$\beta=L\frac{d}{dL}\left(-\frac{L}{\xi}\right)=-\frac{L}{\xi}\simeq\ln g .\tag{2}$$

Power-law prefactors and other terms in $\ln g$ that grow more slowly than $L$ change (2) by amounts small relative to $|\ln g|$. The argument ignores the sum over many paths, so it was tested on a square lattice with $W=30$ and $E=0.5$ in units of the hopping. The averages $\langle\ln g\rangle=-12.86,\,-25.33,\,-37.35$ at $L=6,12,18$ have increments in the ratio $0.963$, where exponential decay gives $1$ and a power law gives $0.585$. The test accepts a deviation of $0.2$ from $1$. The leads in this test are uncoupled chains, one per row. The averages depend on that choice at the level of several tenths to about one unit, and sampling error moves the ratio by a few hundredths, so only its closeness to $1$ is significant.

For $d>2$ the limits have opposite signs and a continuous $\beta$ must vanish somewhere. For $d<2$ both are negative. For $d=2$ the Ohmic limit is zero and decides nothing: the answer lies in the side from which $\beta$ approaches zero, which requires the first quantum correction to Ohm's law.

The starting point is the Kubo–Greenwood formula. A field $\mathcal E\cos\omega t$ along $x$ enters the Hamiltonian as $v_x(\mathcal E/\omega)\sin\omega t$ up to a sign, and the component that raises the energy has amplitude $\mathcal E v_x/2\omega$. The golden rule gives the absorbed power

$$P=\omega\sum_{\alpha\beta}2\pi\frac{\mathcal E^2}{4\omega^2}|\langle\beta|v_x|\alpha\rangle|^2(f_\alpha-f_\beta)\,\delta(\varepsilon_\beta-\varepsilon_\alpha-\omega).$$

Setting $P=\sigma\mathcal E^2\Omega/2$ for volume $\Omega$, and using $(f_\alpha-f_\beta)/\omega\to\delta(E-\varepsilon_\alpha)$ for $\omega\to0$ at zero temperature,

$$\sigma=\frac{\pi}{\Omega}\mathrm{Tr}\,[v_x\delta(E-H)v_x\delta(E-H)]=-\frac{1}{4\pi\Omega}\mathrm{Tr}\,[v_x(G^R-G^A)v_x(G^R-G^A)],\tag{3}$$

where $G^{R,A}=(E-H\pm i0)^{-1}$ and $G^R-G^A=-2\pi i\,\delta(E-H)$.

Take Gaussian white-noise disorder, $\langle V(\mathbf r)V(\mathbf r')\rangle=\gamma\,\delta(\mathbf r-\mathbf r')$, with $k_Fl\gg1$. In the Born approximation the self-energy is $\gamma\,\Omega^{-1}\sum_{\mathbf k}G^R(\mathbf k)$, whose imaginary part is $-\pi\gamma\nu_0$, with $\nu_0$ the density of states per spin and volume. Calling this $-\eta=-1/2\tau$ and absorbing the real part into $E$,

$$\gamma=\frac{1}{2\pi\nu_0\tau},\qquad G^{R,A}(\mathbf k)=\frac{1}{-\zeta_{\mathbf k}\pm i\eta},\qquad \zeta_{\mathbf k}=\frac{k^2}{2}-E_F .$$

Averaging the two factors of (3) separately gives $\sigma_0=(\pi\Omega)^{-1}\sum_{\mathbf k}v_x^2(\mathrm{Im}\,G^R)^2$, because $(G^R-G^A)^2=-4(\mathrm{Im}\,G^R)^2$. The integrand is peaked within $\eta$ of the Fermi surface, so $v_x^2\to v_F^2/d$, $\nu_0$ is constant and the $\zeta$ integral extends over the whole line. With $\int d\zeta\,(\zeta^2+\eta^2)^{-2}=\pi/2\eta^3$,

$$\sigma_0=\frac{1}{\pi}\frac{v_F^2}{d}\nu_0\,\eta^2\frac{\pi}{2\eta^3}=\nu_0D,\qquad D=\frac{v_F^2\tau}{d}.$$

In two dimensions $\nu_0=1/2\pi$, $v_F=k_F$ and $l=v_F\tau$, so $D=k_Fl/2$ and the Drude conductance of a square is $g_0=2\pi\nu_0D=k_Fl/2$. Quadrature over the full parabolic band at $k_Fl=10$ gives $5.0005$ against $5.0000$.

The correction comes from correlations between the two Green functions. Only the mixed terms of (3) matter at leading order in $1/k_Fl$, since in $G^RG^R$ and $G^AG^A$ all poles in $\zeta$ lie in one half-plane and the integrals over the whole line vanish. The two mixed terms are equal by the cyclic property of the trace, and

$$\sigma=\frac{1}{2\pi\Omega}\sum_{\mathbf k\mathbf k'}v_x(\mathbf k)v_x(\mathbf k')\,\langle G^R(\mathbf k,\mathbf k')G^A(\mathbf k',\mathbf k)\rangle .$$

Here $G^R(\mathbf k,\mathbf k')$ is the amplitude to scatter from $\mathbf k'$ to $\mathbf k$, and $G^A(\mathbf k',\mathbf k)$ is its complex conjugate. A term survives the average when amplitude and conjugate visit the same scatterers. If they visit them in the same order (the ladder), isotropic scattering makes the term independent of the direction of $\mathbf k$, and $\sum_{\mathbf k}v_x|G|^2=0$ removes it. The other coherent possibility is the reversed order. A real Hamiltonian has $G(\mathbf r,\mathbf r')=G(\mathbf r',\mathbf r)$; interchanging the integration variables in the Fourier transform turns this into $G^A(\mathbf k',\mathbf k)=G^A(-\mathbf k,-\mathbf k')=[G^R(-\mathbf k',-\mathbf k)]^*$. The reversed-order terms are then an ordinary ladder pairing the amplitude $\mathbf k'\to\mathbf k$ with the conjugate amplitude $-\mathbf k\to-\mathbf k'$. Each shared scatterer gives both the same momentum transfer, so the difference of the two momenta, $\mathbf Q=\mathbf k+\mathbf k'$, is conserved. Propagation between successive scatterers contributes

$$\Pi(Q)=\frac{\gamma}{\Omega}\sum_{\mathbf p}G^R(\mathbf p+\tfrac{\mathbf Q}{2})G^A(\mathbf p-\tfrac{\mathbf Q}{2})=\gamma\nu_0\left\langle\int\frac{d\zeta}{(\zeta+\frac{\Delta}{2}-i\eta)(\zeta-\frac{\Delta}{2}+i\eta)}\right\rangle,$$

with $\Delta=\mathbf v\cdot\mathbf Q$ and the bracket an angular average. The pole in the upper half-plane is $\zeta=-\Delta/2+i\eta$, and the integral is $2\pi i/(-\Delta+2i\eta)=2\pi/(2\eta+i\Delta)$. Since $2\pi\gamma\nu_0=1/\tau=2\eta$,

$$\Pi=\left\langle\frac{1}{1+i\tau\Delta}\right\rangle=1-\tau^2\frac{v_F^2Q^2}{d}+\dots=1-\tau DQ^2+\dots\qquad(Ql\ll1),$$

the linear term vanishing on averaging over angles. A quadrature of the parabolic-band integral at $k_Fl=100$, $Ql=0.05$, normalized to its value at $Q=0$, gives $1.0013$ for the ratio $(1-\Pi)/\tau DQ^2$. Orders differ only from two scatterers upward, so the sum, called the Cooperon, is

$$C(Q)=\gamma(\Pi+\Pi^2+\dots)=\frac{\gamma\,\Pi}{1-\Pi}\simeq\frac{\gamma}{\tau DQ^2}.$$

The term in the average is $\Omega^{-1}C(Q)|G(\mathbf k)|^2|G(\mathbf k')|^2$, with four external Green functions. It is dominated by small $Q$, where $\mathbf k'\approx-\mathbf k$ and $v_x(\mathbf k)v_x(\mathbf k')\approx-v_x^2$. This minus sign carries the physics: interference of a path with its reverse enhances backscattering. Terms with an extra scatterer joining two external lines factor into sums odd in $\mathbf k$ and vanish as the ladder did. The remaining sum is

$$\frac1\Omega\sum_{\mathbf k}(-v_x^2)|G|^4=-\frac{v_F^2}{d}\nu_0\frac{\pi}{2\eta^3}=-\frac{v_F^2}{d}\,4\pi\nu_0\tau^3,$$

which quadrature reproduces to the ratio $1.00011$ at $k_Fl=10$. Collecting factors,

$$\delta\sigma=-\frac{1}{2\pi}\,\frac{v_F^2}{d}\,4\pi\nu_0\tau^3\,\frac{1}{2\pi\nu_0\tau^2D}\,\frac1\Omega\sum_{\mathbf Q}\frac{1}{Q^2}=-\frac{1}{\pi\Omega}\sum_{\mathbf Q}\frac1{Q^2},\tag{4}$$

where $v_F^2\tau/d=D$ cancelled. All material parameters have dropped out, apart from the cutoff $Q\lesssim1/l$.

In a finite sample $\Omega^{-1}\sum_{\mathbf Q}Q^{-2}$ becomes the Green function of $-\nabla^2$ at coinciding points, $\sum_\mu|\phi_\mu(\mathbf r)|^2/Q_\mu^2$, and $\delta\sigma$ depends on position. The modes $\phi_\mu$ vanish at the leads, from which a particle does not return coherently, and carry no flux through the walls. The dissipated power $\int\sigma|\nabla V|^2$ at fixed voltage is stationary with respect to the potential, so to first order $\delta G$ follows from the unperturbed uniform field, which means from the volume average of $\delta\sigma$. Each normalized mode averages to $1/\Omega$, and (4) holds with $Q_x=\pi n_x/L$, $n_x\ge1$ (sine modes) and $Q_\perp=\pi n_\perp/L$, $n_\perp\ge0$ (cosine modes). With $\delta g=2\pi\,\delta\sigma L^{d-2}$ and $\Omega=L^d$,

$$\delta g=-S,\qquad S=\frac{2}{L^2}\sum_{\mathbf Q}\frac{1}{Q^2}=\frac{2}{\pi^2}\sum_{n_x\ge1,\;n_\perp\ge0}\frac{1}{|\mathbf n|^2},\qquad|\mathbf n|<n_{\max}\sim\frac{L}{\pi l}.\tag{5}$$

For a wire, long compared with its width but carrying many channels, the volume cancels in the same way and only $n_x$ survives, so $S=(2/\pi^2)(\pi^2/6)=1/3$. In two dimensions the sum covers a quarter plane, and at large $|\mathbf n|$ it is $(2/\pi^2)(\pi/2)\int dn/n$. The rows along the axes, where sum and integral differ, are one-dimensional sums of $1/n^2$ and give a constant $c$. Thus $S=(1/\pi)\ln n_{\max}+c$. Explicit lattice sums give $0.33333$ for the wire and $dS/d\ln L=0.3186$ for the square, against $1/\pi=0.3183$.

For $d=2+\epsilon$ the dimension is continued analytically through the radial integral. The modes fill a fraction $2^{-d}$ of the solid angle $\Omega_d$, the boundary terms have dimension below two and still converge for small $\epsilon$, and

$$S=a_d\int_1^{n_{\max}}n^{\epsilon-1}dn+c=\frac{a_d}{\epsilon}\left(n_{\max}^{\epsilon}-1\right)+c,\qquad a_d=\frac{2}{\pi^2}\frac{\Omega_d}{2^d},\qquad a_2=\frac1\pi .$$

The term $n_{\max}^\epsilon\propto L^\epsilon$ scales like the Drude term and merges with it. With $A$ the merged coefficient, $g=AL^\epsilon+a_d/\epsilon-c$. Then $L\,dg/dL=\epsilon AL^\epsilon=\epsilon g-(a_d-\epsilon c)$, and division by $g$ gives

$$\beta=\epsilon-\frac{a}{g}+O(g^{-2}),\qquad a=a_d-\epsilon c=\frac1\pi+O(\epsilon).\tag{6}$$

The coefficient $A$, which holds everything about the material and the cutoff, has been eliminated, so (A1) is true at this order. At $d=2$ the boundary constant drops out and $a=1/\pi$. Away from $d=2$ the value depends on the boundary conditions through $c$. For the wire $g=A/L-1/3$ gives $L\,dg/dL=-(g+1/3)$, the same form with $a=1/3$.

The sign of $a$ depends on (A3). In a magnetic field a closed path and its reverse acquire opposite phases $\pm\varphi$, their interference term carries $e^{2i\varphi}$, and it averages to zero once the loops enclose a flux quantum or more. The $1/g$ term is then absent (unitary class). With spin-orbit scattering the path rotates the spin by $U\in SU(2)$ and the reversed path, which applies the inverse rotations in the opposite order, by $U^{-1}$. The interference term per spin acquires the factor $\frac12\mathrm{Tr}[U(U^{-1})^\dagger]=\frac12\mathrm{Tr}\,U^2=\cos2\theta$, where $e^{\pm i\theta}$ are the eigenvalues of $U$. For paths much longer than the spin relaxation length $U$ is uniform on the group, which is a three-sphere with polar angle $\theta$ and weight $(2/\pi)\sin^2\theta\,d\theta$ on $[0,\pi]$. Writing $\sin^2\theta=(1-\cos2\theta)/2$,

$$\langle\cos2\theta\rangle=\frac2\pi\int_0^\pi\frac{\cos2\theta-\cos^22\theta}{2}\,d\theta=\frac2\pi\left(-\frac\pi4\right)=-\frac12 .$$

The correction becomes $+S/2$ per spin, or $+S$ for both spins together (symplectic class).

These three predictions were tested without any use of perturbation theory on $L\times L$ networks of chaotic cavities, each described by a random unitary scattering matrix of the appropriate symmetry and joined to its neighbours by $N=6$ channels. Each link has classical conductance $N$, there are $K=L+1$ links in series and $L$ rows, so the classical value is $NL/K$. Diffusion on the network is governed by the lattice Laplacian. Its modes $\sin(\pi nj/K)$ along the current and $\cos[\pi m(j-\frac12)/L]$ across it have eigenvalues $\lambda=4\sin^2(\pi n/2K)+4\sin^2(\pi m/2L)$, with $1\le n\le L$ and $0\le m<L$. Replacing $Q^2$ by $\lambda$ and the length by $K$ in (5) suggests $S=(2/K^2)\sum1/\lambda$. For one cavity this can be confirmed exactly. It gives $K=2$, $\lambda=2$, $S=1/4$. For an $M\times M$ symmetric or antisymmetric random unitary matrix $s$, invariance under $s\to VsV^T$ forces $\langle s_{ij}s^*_{kl}\rangle=\kappa(\delta_{ik}\delta_{jl}\pm\delta_{il}\delta_{jk})$, and $\sum_j|s_{ij}|^2=1$ gives $\kappa=1/(M\pm1)$. With $M=2N$ and $N^2$ transmission elements, $\langle g\rangle=N^2/(2N\pm1)$, so $\delta g=\mp N/[2(2N\pm1)]\to\mp1/4$. For larger networks the lattice formula rests on the simulation. For $L=1,2,4$ it gives $S=0.250,\,0.415,\,0.639$. The simulated $\delta g$ are $-0.237,\,-0.400,\,-0.610$ (orthogonal), $+0.008,\,+0.001,\,-0.024$ (unitary) and $+0.272,\,+0.450,\,+0.655$ (symplectic, channels counting both spins), with standard errors from $0.006$ to $0.025$. The test allows four standard errors plus $1.5\,S^2/g$ and requires that allowance to be below $S/2$, so it fixes the signs and excludes an error of a factor of two. The orthogonal values lie below $S$ in magnitude and the symplectic ones above. For $L=1$ this is the exact finite-$N$ result, $-3/13$ and $+3/11$ at $N=6$. At $L=2$ and $4$ the differences from $S$ are between $0.6$ and $2.2$ standard errors, so the simulation does not resolve an asymmetry there.

At small $g$ the scaling function is $\beta\simeq\ln g$, and at large $g$ it is $\beta=\epsilon-a/g$, with $a>0$ in the orthogonal class. It remains to join these limits and follow $g$ as $L$ grows, to find when a metal exists, how large $\xi$ is, and the critical exponents for $d>2$.
